# Why Wigner-sampled classical trajectories are exact for harmonic polaritons: a numerical check

```python
"""
Result under test: for a quadratic emitter-cavity Hamiltonian the Wigner function
follows classical trajectories exactly; for a quartic emitter one quantum term,
-(hbar^2/24) g x d^3W/dp^3, is missing from the classical equation, and it changes
mean coordinates first at order g^2.
H = p^2/2 + r^2/2 + w^2 x^2/2 + g x^4/24 + (wc q - lam x)^2/2
x, p: emitter coordinate and momentum; q, r: cavity coordinate and momentum;
w, wc: bare frequencies; lam: coupling; g: fourth derivative of the emitter potential.
Units: hbar = w = 1, mass-weighted coordinates. Errors are quantum minus classical.
"""
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy.linalg import eigh, expm
from scipy.signal import fftconvolve

W_EMITTER, W_CAVITY, LAM, G_MAIN, X0 = 1.0, 1.0, 0.2, 0.2, 1.0
K = np.array([[W_EMITTER**2 + LAM**2, -LAM * W_CAVITY],
              [-LAM * W_CAVITY, W_CAVITY**2]])

# ---------- quantum side: product Fock basis ----------
N = 30
BIG = N + 8                      # operator powers are formed here, then cut
low = np.diag(np.sqrt(np.arange(1, BIG)), 1)
x_big = (low + low.T) / np.sqrt(2)
p_big = 1j * (low.T - low) / np.sqrt(2)


def cut(matrix):
    return matrix[:N, :N]


X, P = cut(x_big), cut(p_big)
X2, P2 = cut(x_big @ x_big), cut((p_big @ p_big).real)
X4 = cut(np.linalg.matrix_power(x_big, 4))
P3 = cut(np.linalg.matrix_power(p_big, 3))
ONE = np.eye(N)
X_OP, Q_OP = np.kron(X, ONE), np.kron(ONE, X)


def hamiltonian(g):
    emitter = P2 / 2 + K[0, 0] * X2 / 2 + g * X4 / 24
    cavity = P2 / 2 + K[1, 1] * X2 / 2
    return np.kron(emitter, ONE) + np.kron(ONE, cavity) + K[0, 1] * np.kron(X, X)


alpha = X0 / np.sqrt(2)
coherent = np.array([np.exp(-alpha**2 / 2) * alpha**n / np.sqrt(float(factorial(n)))
                     for n in range(N)])
psi_vacuum = np.kron(coherent, ONE[0])
psi_photon = np.kron(coherent, ONE[1])


def evolve(eigensystem, psi, times):
    energies, vectors = eigensystem
    coefficients = vectors.T @ psi
    return vectors @ (coefficients[:, None] * np.exp(-1j * np.outer(energies, times)))


def mean(operator, states):
    return np.sum(states.conj() * (operator @ states), axis=0).real


def wigner_value(psi, point):
    """Wigner function from the displaced parity operator."""
    x, p, q, r = point
    shift_x = expm(-1j * (p * X - x * P))
    shift_q = expm(-1j * (r * X - q * P))
    shifted = shift_x @ psi.reshape(N, N) @ shift_q.T
    parity = (-1.0) ** np.arange(N)
    return float(parity @ np.abs(shifted)**2 @ parity) / np.pi**2


# ---------- classical side: trajectories and quadrature over the Wigner function ----------
def velocity(z, g):
    x, p, q, r = z
    return np.array([p, -(K[0, 0] * x + K[0, 1] * q + g * x * x * x / 6),
                     r, -(K[0, 1] * x + K[1, 1] * q)])


def trajectories(z, g, dt, steps, every):
    yield z
    for step in range(1, steps + 1):
        k1 = velocity(z, g)
        k2 = velocity(z + dt / 2 * k1, g)
        k3 = velocity(z + dt / 2 * k2, g)
        k4 = velocity(z + dt * k3, g)
        z = z + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if step % every == 0:
            yield z


def wigner_nodes(n):
    y, w = np.polynomial.hermite.hermgauss(n)
    w = w / np.sqrt(np.pi)
    z = np.array([a.ravel() for a in np.meshgrid(y, y, y, y, indexing="ij")])
    weights = np.einsum("i,j,k,l->ijkl", w, w, w, w).ravel()
    z[0] += X0
    return z, weights


def classical_means(g, n, dt, steps, every):
    z0, weights = wigner_nodes(n)
    means = []
    for z in trajectories(z0, g, dt, steps, every):
        means.append((weights @ z[0], weights @ z[2]))
    spread = np.sqrt(weights @ z[0]**2 - (weights @ z[0])**2)
    return np.array(means).T, spread


eig_harmonic = eigh(hamiltonian(0.0))
eig_main = eigh(hamiltonian(G_MAIN))

# ---------- test: exact transport for g = 0, including negative values ----------
T_POINT = 20.0
start = np.array([[X0], [0.0], [0.2], [0.1]])
w_start = wigner_value(psi_photon, start[:, 0])
radius2 = 0.2**2 + 0.1**2
assert abs(w_start - (2 * radius2 - 1) * np.exp(-radius2) / np.pi**2) < 1e-8
carried = {}
for g, eigensystem in ((0.0, eig_harmonic), (G_MAIN, eig_main)):
    end = list(trajectories(start, g, 0.02, 1000, 1000))[-1][:, 0]
    state = evolve(eigensystem, psi_photon, np.array([T_POINT]))[:, 0]
    carried[g] = wigner_value(state, end)
assert w_start < 0 and abs(carried[0.0] - w_start) < 1e-6
assert abs(carried[G_MAIN] - w_start) > 1e-4

z0, weights = wigner_nodes(8)
signed = weights * (2 * (z0[2]**2 + z0[3]**2) - 1)
z_end = list(trajectories(z0, 0.0, 0.02, 1000, 1000))[-1]
x4_classical = signed @ z_end[0]**4
x4_quantum = mean(np.kron(X4, ONE),
                  evolve(eig_harmonic, psi_photon, np.array([T_POINT])))[0]
assert abs(x4_classical - x4_quantum) < 1e-5

# ---------- test: time derivatives at t = 0, with g = 1 ----------
G_TEST = 1
h_test = hamiltonian(float(G_TEST))
powers = [psi_vacuum]
for _ in range(8):
    powers.append(h_test @ powers[-1])


def quantum_derivative(operator, n):
    total = 0
    for k in range(n + 1):
        phase = 1j**k * (-1j)**(n - k)
        total += comb(n, k) * phase * (powers[k] @ (operator @ powers[n - k]))
    return total.real


sx, spx, sq, sr = variables = sp.symbols("x p q r")
lam_exact = sp.Rational(1, 5)
potential = (sx**2 / 2 + sp.Rational(G_TEST, 24) * sx**4
             + (sq - lam_exact * sx)**2 / 2)


def poly(expression):
    return sp.Poly(expression, *variables)


px, pq = poly(spx), poly(sr)
force_x, force_q = poly(-sp.diff(potential, sx)), poly(-sp.diff(potential, sq))
third = poly(sp.diff(potential, sx, 3) / 24)


def generator(f, with_quantum_term):
    result = (px * f.diff(sx) + force_x * f.diff(spx)
              + pq * f.diff(sq) + force_q * f.diff(sr))
    if with_quantum_term:
        result = result + third * f.diff(spx).diff(spx).diff(spx)
    return result


def gaussian_moments(center, count=60):
    m = [1.0, center]
    for k in range(2, count):
        m.append(center * m[-1] + (k - 1) / 2 * m[-2])
    return m


m_x, m_0 = gaussian_moments(X0), gaussian_moments(0.0)


def average(f):
    return sum(float(c) * m_x[i] * m_0[j] * m_0[k] * m_0[l]
               for (i, j, k, l), c in f.terms())


derivative_error = {}
for name, symbol, operator in (("x", sx, X_OP), ("q", sq, Q_OP)):
    f_classical = f_moyal = poly(symbol)
    for order in range(1, 9):
        f_classical = generator(f_classical, False)
        f_moyal = generator(f_moyal, True)
        exact = quantum_derivative(operator, order)
        # roundoff and basis truncation grow with the number of powers of H
        assert abs(exact - average(f_moyal)) < 1e-5 * max(1, abs(exact))
        derivative_error[name, order] = exact - average(f_classical)
assert all(abs(derivative_error["x", n]) < 1e-5 for n in range(1, 6))
assert all(abs(derivative_error["q", n]) < 1e-5 for n in range(1, 8))
assert abs(derivative_error["x", 6] + G_TEST**2 * X0 / 4) < 1e-5
assert abs(derivative_error["q", 8] + LAM * W_CAVITY * G_TEST**2 * X0 / 4) < 1e-4
p3_error = (quantum_derivative(np.kron(P3, ONE), 1)
            - average(generator(poly(spx**3), False)))
assert abs(p3_error - G_TEST * X0 / 4) < 1e-7

# ---------- order-g^2 law from polariton response functions ----------
squares, U = np.linalg.eigh(K)
OMEGA = np.sqrt(squares)
share = U[0]**2


def memory_law(t_end, dt):
    """Errors of <x> and <q> divided by g^2, on a uniform time grid."""
    t = np.arange(int(round(t_end / dt)) + 1) * dt
    sines = np.sin(np.outer(OMEGA, t)) / OMEGA[:, None]
    response_x, response_q = share @ sines, (U[1] * U[0]) @ sines
    harmonic_mean = X0 * (share @ np.cos(np.outer(OMEGA, t)))
    errors = []
    for response in (response_x, response_q):
        inner = fftconvolve(response, response_x**3)[:t.size] * dt
        outer = fftconvolve(harmonic_mean, inner)[:t.size] * dt
        outer -= dt / 2 * harmonic_mean[0] * inner      # trapezoid end point
        errors.append(-outer / 24)
    return t, np.array(errors)


weak_times = np.arange(41) * 0.5
scaled = {}
for g in (0.01, 0.02):
    states = evolve(eigh(hamiltonian(g)), psi_vacuum, weak_times)
    quantum = np.array([mean(X_OP, states), mean(Q_OP, states)])
    classical, _ = classical_means(g, 8, 0.02, 1000, 25)
    scaled[g] = (quantum - classical) / g**2
limit = 2 * scaled[0.01] - scaled[0.02]       # removes the next order in g
law_weak = memory_law(20.0, 0.02)[1][:, ::25]
law_deviation = (np.max(np.abs(limit - law_weak), axis=1)
                 / np.max(np.abs(law_weak), axis=1))
assert np.all(law_deviation < 0.02)

# ---------- secular growth at long times ----------
a = share / OMEGA
kappa = 0.75 * a**3 + 1.5 * a * a[::-1]**2
t_long, law_long = memory_law(8000.0, 0.05)
secular = t_long**2 / 192 * X0 * ((a * kappa * share) @ np.cos(np.outer(OMEGA, t_long)))
secular_deviation = []
for t_stop in (4000.0, 8000.0):
    window = (t_long > t_stop - 200) & (t_long <= t_stop)
    secular_deviation.append(np.max(np.abs(law_long[0] - secular)[window])
                             / np.max(np.abs(secular[window])))
assert secular_deviation[1] < 0.02
assert secular_deviation[1] < 0.65 * secular_deviation[0]
time_scale = np.sqrt(192 / (a * kappa)) / G_MAIN
bare_scale = 16 * W_EMITTER**2 / G_MAIN

# ---------- worked example ----------
times = np.arange(301) * 0.2
states = evolve(eig_main, psi_vacuum, times)
quantum = np.array([mean(X_OP, states), mean(Q_OP, states)])
population = np.abs(states.reshape(N, N, -1))**2
assert population[-3:].sum(axis=(0, 1)).max() < 1e-8
assert population[:, -3:].sum(axis=(0, 1)).max() < 1e-8
classical, spread = classical_means(G_MAIN, 12, 0.04, 1500, 5)
coarse, _ = classical_means(G_MAIN, 9, 0.04, 1500, 5)
quadrature_change = np.max(np.abs(classical - coarse))
assert quadrature_change < 1e-4
error = quantum - classical
law_main = G_MAIN**2 * memory_law(60.0, 0.02)[1][:, ::10]
bare_levels = np.linalg.eigvalsh(P2 / 2 + W_EMITTER**2 * X2 / 2 + G_MAIN * X4 / 24)

print("Units: hbar = w = 1; time in 1/w, energy in hbar w, x and q in sqrt(hbar/w)")
print(f"Inputs: wc = {W_CAVITY}, lam = {LAM}, g = {G_MAIN}, initial <x> = {X0}")
print(f"Polariton frequencies [w]: {OMEGA[0]:.5f}, {OMEGA[1]:.5f}")
print(f"Emitter shares of the two polaritons: {share[0]:.4f}, {share[1]:.4f}")
print(f"Bare emitter spacings E1-E0, E2-E1 [hbar w]: "
      f"{bare_levels[1]-bare_levels[0]:.5f}, {bare_levels[2]-bare_levels[1]:.5f}")
print("Wigner value of the one-photon state carried along a trajectory [1/hbar^2]")
print(f"  start: {w_start:.6f}")
print(f"  t = {T_POINT:.0f}, g = 0: {carried[0.0]:.6f}")
print(f"  t = {T_POINT:.0f}, g = {G_MAIN}: {carried[G_MAIN]:.6f}")
print(f"<x^4> at t = {T_POINT:.0f}, g = 0, one-photon state [(hbar/w)^2]: "
      f"quantum {x4_quantum:.6f}, signed classical {x4_classical:.6f}")
print("Quantum minus classical derivatives at t = 0, for g = 1 [reduced units]")
print(f"  first derivative of <p^3>: {p3_error:.6f}")
print(f"  fifth, sixth derivative of <x>: "
      f"{abs(derivative_error['x', 5]):.6f}, {derivative_error['x', 6]:.6f}")
print(f"  seventh, eighth derivative of <q>: "
      f"{abs(derivative_error['q', 7]):.6f}, {derivative_error['q', 8]:.6f}")
print(f"g^2 law against full dynamics, t <= 20, g -> 0, largest deviation "
      f"relative to peak: x {law_deviation[0]:.1e}, q {law_deviation[1]:.1e}")
print(f"Means at g = {G_MAIN}: t | <x> quantum, classical, error, g^2 law")
for t in range(10, 61, 10):
    i = 5 * t
    print(f"  {t} | {quantum[0, i]:.5f}, {classical[0, i]:.5f}, "
          f"{error[0, i]:.5f}, {law_main[0, i]:.5f}")
print(f"Means at g = {G_MAIN}: t | <q> quantum, classical, error, g^2 law")
for t in range(10, 61, 10):
    i = 5 * t
    print(f"  {t} | {quantum[1, i]:.5f}, {classical[1, i]:.5f}, "
          f"{error[1, i]:.5f}, {law_main[1, i]:.5f}")
print("Largest error of <x> up to time t: t | full dynamics, g^2 law")
for t in (20, 40, 60):
    i = 5 * t + 1
    print(f"  {t} | {np.max(np.abs(error[0, :i])):.5f}, "
          f"{np.max(np.abs(law_main[0, :i])):.5f}")
print(f"Change of classical means from 9 to 12 nodes per axis: {quadrature_change:.1e}")
print(f"Classical spread of x at t = 60: {spread:.4f}; "
      f"standard error with 10000 random trajectories: {spread/100:.5f}")
print(f"Secular law against double integral, relative deviation near "
      f"t = 4000, 8000: {secular_deviation[0]:.4f}, {secular_deviation[1]:.4f}")
print(f"Time scales T_j of the two polaritons [1/w]: "
      f"{time_scale[0]:.1f}, {time_scale[1]:.1f}")
print(f"Time scale of the bare emitter [1/w]: {bare_scale:.1f}")
print(f"Ratios polariton to bare: {time_scale[0]/bare_scale:.3f}, "
      f"{time_scale[1]/bare_scale:.3f}")
print("checks complete")
```

Printed output:

```
Units: hbar = w = 1; time in 1/w, energy in hbar w, x and q in sqrt(hbar/w)
Inputs: wc = 1.0, lam = 0.2, g = 0.2, initial <x> = 1.0
Polariton frequencies [w]: 0.90499, 1.10499
Emitter shares of the two polaritons: 0.4502, 0.5498
Bare emitter spacings E1-E0, E2-E1 [hbar w]: 1.02386, 1.04658
Wigner value of the one-photon state carried along a trajectory [1/hbar^2]
  start: -0.086742
  t = 20, g = 0: -0.086742
  t = 20, g = 0.2: -0.073225
<x^4> at t = 20, g = 0, one-photon state [(hbar/w)^2]: quantum 3.851830, signed classical 3.851830
Quantum minus classical derivatives at t = 0, for g = 1 [reduced units]
  first derivative of <p^3>: 0.250000
  fifth, sixth derivative of <x>: 0.000000, -0.250000
  seventh, eighth derivative of <q>: 0.000000, -0.050000
g^2 law against full dynamics, t <= 20, g -> 0, largest deviation relative to peak: x 1.2e-03, q 2.1e-03
Means at g = 0.2: t | <x> quantum, classical, error, g^2 law
  10 | -0.21114, -0.20779, -0.00334, -0.00754
  20 | -0.22127, -0.21455, -0.00672, 0.00117
  30 | -0.67584, -0.66095, -0.01489, -0.00663
  40 | 0.57370, 0.53685, 0.03686, 0.04755
  50 | 0.38404, 0.36534, 0.01870, -0.01745
  60 | -0.04522, -0.05293, 0.00771, -0.07181
Means at g = 0.2: t | <q> quantum, classical, error, g^2 law
  10 | -0.58179, -0.57894, -0.00285, -0.00297
  20 | 0.86015, 0.84862, 0.01153, 0.01531
  30 | -0.07283, -0.07212, -0.00071, -0.01054
  40 | 0.01304, 0.00869, 0.00436, -0.01594
  50 | -0.61042, -0.56164, -0.04877, -0.00331
  60 | 0.19354, 0.17466, 0.01888, 0.02613
Largest error of <x> up to time t: t | full dynamics, g^2 law
  20 | 0.01060, 0.01278
  40 | 0.04236, 0.05138
  60 | 0.06198, 0.08061
Change of classical means from 9 to 12 nodes per axis: 4.1e-05
Classical spread of x at t = 60: 0.8268; standard error with 10000 random trajectories: 0.00827
Secular law against double integral, relative deviation near t = 4000, 8000: 0.0070, 0.0035
Time scales T_j of the two polaritons [1/w]: 186.6, 186.6
Time scale of the bare emitter [1/w]: 80.0
Ratios polariton to bare: 2.332, 2.332
checks complete
```
